# Half-Quantized Anomalous Hall Conductivity of a Massive Dirac Cone

Take the electrons on a magnetized surface of a topological insulator and compute their current from the band velocity $\partial E/\partial\mathbf k$ alone. In equilibrium the velocities at $\mathbf k$ and $-\mathbf k$ cancel. In a field along $y$, the shifted distribution of an isotropic band carries current along $y$ only. The transverse current is then zero at every filling, and reversing the magnetization changes nothing. What this calculation lacks is a velocity produced by the field's mixing of the two bands. It survives in the gap, where no carriers are left at the Fermi energy.

## Setting and theorem

The algebra uses atomic units, $\hbar=e=m_e=1$. The electron charge is $-1$ and $e^2/h=1/2\pi$. One non-degenerate cone has
$$H=v(k_x\sigma_x+k_y\sigma_y)+m\sigma_z,\qquad E_\pm=\pm\varepsilon,\qquad \varepsilon=\sqrt{v^2k^2+m^2}.$$
The mass $m\neq0$ comes from exchange with the component of the magnetization normal to the surface, and it reverses with that component. An in-plane component only shifts this cone in $\mathbf k$ and opens no gap. For a normalized band state $|n\rangle$ define
$$\mathbf A=i\langle n|\nabla_{\mathbf k}n\rangle,\qquad \Omega=\partial_xA_y-\partial_yA_x,\qquad \sigma_{xy}=j_x/E_y.$$

**Theorem.** Let the cone extend to infinite $k$, at zero temperature and without scattering. Then
$$\Omega_\pm=\mp\frac{v^2m}{2\varepsilon^3},\qquad
\sigma_{xy}=\begin{cases}-\dfrac{e^2}{2h}\,\mathrm{sgn}\,m, & |\mu|<|m|,\\[2mm]-\dfrac{e^2}{2h}\,\dfrac{m}{|\mu|}, & |\mu|>|m|.\end{cases}$$

## Lemma 1: the curvature

Differentiating $\mathbf A$, the second derivatives cancel and
$$\Omega=i\big(\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\big)=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle .$$
Insert a complete set of states. The term with $|n\rangle\langle n|$ is a product of two imaginary numbers, hence real, and drops out. For the other band $p$, differentiating $H|n\rangle=E_n|n\rangle$ and projecting on $p$ gives
$$\langle p|\partial_yn\rangle=\frac{\langle p|\partial_yH|n\rangle}{E_n-E_p}.\tag{1}$$
Therefore
$$\Omega_n=-2\,\mathrm{Im}\frac{\langle n|\partial_xH|p\rangle\langle p|\partial_yH|n\rangle}{(E_n-E_p)^2}.$$
Write $H=\mathbf d\cdot\boldsymbol\sigma$. Since $|p\rangle\langle p|=1-|n\rangle\langle n|$,
$$\mathrm{Im}\langle n|\sigma_a|p\rangle\langle p|\sigma_b|n\rangle=\mathrm{Im}\langle n|\sigma_a\sigma_b|n\rangle=\epsilon_{abc}\langle\sigma_c\rangle=\pm\epsilon_{abc}\frac{d_c}{|\mathbf d|}.$$
The squared energy difference is $4|\mathbf d|^2$, so
$$\Omega_\pm=\mp\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3}.\tag{2}$$
For the cone, $\mathbf d=(vk_x,vk_y,m)$ and $\partial_x\mathbf d\times\partial_y\mathbf d=(0,0,v^2)$. The triple product is $v^2m$, which proves the first claim. $\square$

The curvature is largest at $k=0$, where its magnitude is $v^2/2m^2$, and it spreads over $k\sim|m|/v$. A smaller gap makes the peak higher and narrower.

## Lemma 2: the transverse velocity

A weak uniform field gives $\dot k_y=-E_y$. To first order in the rate of change, and up to a phase, the state is $|n\rangle+c_p|p\rangle$. Projecting the Schrödinger equation on $p$ gives
$$i\langle p|\partial_tn\rangle+E_nc_p=E_pc_p,\qquad c_p=\frac{i\langle p|\partial_tn\rangle}{E_p-E_n}.$$
The velocity operator is $\partial_xH$. The conjugate of (1), taken for $x$, is $\langle n|\partial_xH|p\rangle=(E_n-E_p)\langle\partial_xn|p\rangle$. The energy factors combine to $-1$:
$$v_x=\partial_xE_n+2\,\mathrm{Re}\big[-i\langle\partial_xn|p\rangle\langle p|\partial_tn\rangle\big]
=\partial_xE_n+2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle\,\dot k_y .$$
The last term is $-\Omega\dot k_y=+\Omega E_y$. Multiplying by the charge $-1$ and summing over occupied states gives
$$\sigma_{xy}=-\int\frac{d^2k}{(2\pi)^2}\sum_nf_n\Omega_n.\qquad\square\tag{3}$$

This sign was tested by integrating the time-dependent Schrödinger equation in units $v=m=1$. The state started at $k_x=0$, $k_y=0.5$, and the field was raised as $0.004\sin^2(\pi t/160)$ over a time of 80. The final transverse velocity divided by $\Omega E_y$ was 1.0003 in each band. The small departure from 1 depends on the shape of the ramp.

## Proof of the theorem

In the gap the lower band is full and the upper band empty. From $\varepsilon^2=v^2k^2+m^2$ follows $v^2k\,dk=\varepsilon\,d\varepsilon$, so
$$\int\frac{d^2k}{(2\pi)^2}\Omega_-=\frac1{2\pi}\int_0^\infty k\,dk\,\frac{v^2m}{2\varepsilon^3}
=\frac m{4\pi}\int_{|m|}^\infty\frac{d\varepsilon}{\varepsilon^2}=\frac{\mathrm{sgn}\,m}{4\pi}.$$
By (3), $\sigma_{xy}=-\mathrm{sgn}(m)/4\pi=-\tfrac12\mathrm{sgn}(m)\,e^2/h$.

For $\mu>|m|$, both bands are occupied at $k<k_F$. Their curvatures cancel there because $\Omega_+=-\Omega_-$. Only momenta with $\varepsilon>\mu$ remain, so the lower limit becomes $\mu$ and the integral becomes $m/(4\pi\mu)$. For $\mu<-|m|$, both bands are empty at $k<k_F$ and the lower band is filled beyond. The lower limit is now $|\mu|$, with the same result. $\square$

The two forms join at $|\mu|=|m|$ with a kink. With $n=k_F^2/4\pi$ carriers per area, the metallic value is $-\tfrac12m/\sqrt{m^2+4\pi v^2n}$ in units of $e^2/h$. Its magnitude falls linearly in $n$ at first and as $n^{-1/2}$ at high density.

## Remark 1: where the other half resides

The theorem does not describe an isolated insulating lattice layer. The Brillouin zone is a closed surface. A loop on it that is shrunk to a point has Berry phase zero, yet it may also be regarded as enclosing the whole zone. The total flux of a separated band is therefore $2\pi C$ with integer $C$, and $\sigma_{xy}=-Ce^2/h$.

Consider the lattice model
$$H=\sin k_x\,\sigma_x+\sin k_y\,\sigma_y+(m-2+\cos k_x+\cos k_y)\sigma_z .$$
Near $\mathbf k=0$ it is a cone of mass $m$. As $m$ passes through zero, the curvature elsewhere changes continuously, while the cone's share of $C$ jumps by one. The computed values are $C=1$ at $m=0.4$ and $C=0$ at $m=-0.4$. The cone fixes the step $e^2/h$, and the remaining half quantum comes from the rest of the zone.

On a topological insulator film, the partner is the opposite surface. Let $\tau_z=\pm1$ label the surfaces and let $t$ be the tunnelling between them:
$$H=v\tau_z(k_x\sigma_y-k_y\sigma_x)+m\sigma_z+t\tau_x.$$
The operator $S=\sigma_z\tau_x$ commutes with every term. Where $S=s=\pm1$, one has $\tau_x=s\sigma_z$. The matrices $\Sigma_x=\tau_z\sigma_y$, $\Sigma_y=-\tau_z\sigma_x$ and $\sigma_z$ satisfy $\Sigma_x\Sigma_y=i\sigma_z$ and obey the Pauli algebra. Each sector is thus the original cone with mass $m+st$. In units of $e^2/h$ the gap value is
$$-\tfrac12[\mathrm{sgn}(m+t)+\mathrm{sgn}(m-t)],$$
which has magnitude 1 for $|t|<|m|$ and 0 for $|t|>|m|$. With both upper bands partly filled, the sum is $-[(m+t)+(m-t)]/2\mu=-m/\mu$, independent of $t$. Both results assume that the two Dirac points lie at the same energy. An offset $\pm U$ adds $U\tau_z$. The levels at $k=0$ become $\pm m\pm\sqrt{t^2+U^2}$, and magnitude 1 in the gap then requires $t^2+U^2<m^2$.

## Remark 2: scattering in the metal

The reduction $|m/\mu|$ concerns the intrinsic part. Impurities add terms that individually do not vanish as they become weak. To calculate one of them, take $\mu>|m|$ and a random potential with $\langle V(\mathbf r)V(\mathbf r')\rangle=g\,\delta(\mathbf r-\mathbf r')$. The density of states is $\mu/2\pi v^2$, and the in-plane spin averages to zero around the Fermi circle. The imaginary self-energy is
$$-\pi g\,\frac{\mu}{2\pi v^2}\,\frac12\Big(1+\frac m\mu\sigma_z\Big)=-\gamma\Big(1+\frac m\mu\sigma_z\Big),\qquad\gamma=\frac{g\mu}{4v^2}.$$
Hence
$$G^R=\frac{a+v\mathbf k\cdot\boldsymbol\sigma+b\sigma_z}{a^2-b^2-v^2k^2},\qquad a=\mu+i\gamma,\quad b=\frac m\mu(\mu-i\gamma).$$
The starting point is the retarded-advanced part of the Kubo formula, $\sigma_{xy}=\frac{v^2}{2\pi}\int\frac{d^2k}{(2\pi)^2}\mathrm{Tr}[\sigma_xG^R\sigma_yG^A]$. In the angular average, terms linear in $\mathbf k$ vanish, and so does the term with two factors $\mathbf k\cdot\boldsymbol\sigma$. What remains is
$$\int\frac{d^2k}{(2\pi)^2}G^R\sigma_yG^A=P\sigma_y+Q\sigma_x,\quad P=J(|a|^2-|b|^2),\quad Q=2J\,\mathrm{Im}(ba^*),$$
where $\sigma_z\sigma_y=-i\sigma_x$ was used. For small $\gamma$,
$$J=\frac1{4\pi v^2}\int_0^\infty\frac{dx}{(x-X)^2+Y^2}\to\frac1{4v^2Y},\qquad X+iY=a^2-b^2.$$

First replace the self-energy by a scalar $-i\gamma$, so that $b=m$. Then $Y=2\mu\gamma$, $Q=-m/(4v^2\mu)$ and $\sigma_{xy}=v^2Q/\pi=-m/(4\pi\mu)$. This is already the full intrinsic value, so the remaining terms of the Kubo formula add nothing in the clean metal. I take them at that clean value below.

With the impurity self-energy, $Y=2\gamma(\mu^2+m^2)/\mu$ and $\mathrm{Im}(ba^*)=-2\gamma m$. To leading order in $\gamma$,
$$gP=\frac{\mu^2-m^2}{2(\mu^2+m^2)},\qquad Q=-\frac{m\mu}{2v^2(\mu^2+m^2)}.$$
Repeated scattering from single impurities sums the ladder $L+gL^2+\dots=L/(1-gL)$, where $L$ is the map above. It sends $\sigma_x$ to $P\sigma_x-Q\sigma_y$, so it acts like the complex number $P+iQ$. Since $Q/P$ is of order $\gamma$, the transverse part becomes $Q/(1-gP)^2$. With $1-gP=(\mu^2+3m^2)/[2(\mu^2+m^2)]$,
$$\frac{\sigma_{xy}^{\rm ladder}}{\sigma_{xy}^{\rm intrinsic}}=\frac{8\mu^2(\mu^2+m^2)}{(\mu^2+3m^2)^2}.\tag{4}$$
The ratio is 1 at the band edge and tends to 8 for $\mu\gg|m|$. Crossed diagrams, in which two impurities scatter coherently, are of the same order in $\gamma$ and are omitted. Equation (4) is therefore only the ladder result. It fixes neither the size nor the sign of the full impurity contribution.

## Worked example

Take $v=3$ eV Å, $m=0.025$ eV and, for the metal, $\mu=0.075$ eV. Then
$$k_F=\frac{\sqrt{0.075^2-0.025^2}}{3}=0.0236\ \text{Å}^{-1},$$
which corresponds to $4.4\times10^{11}$ electrons per cm$^2$. The lower-band curvature is $3^2/(2\times0.025^2)=7200$ Å$^2$ at $k=0$ and 267 Å$^2$ at $k_F$.

In the gap, $\sigma_{xy}=-0.5\,e^2/h$, a magnitude of 19.4 µS. In the metal, it is $-0.5\times0.025/0.075=-0.167\,e^2/h$, or 6.5 µS. Two thirds of the gap value come from momenta inside $k_F$, and this part is cancelled by the upper band. Sums over numerically diagonalized states give $-0.500000$ and $-0.166667$, as the numerical output shows.

**Temperature.** A Fermi function is a weighted set of sharp steps, so $\sigma_{xy}(\mu,T)=\int d\mu'\,(-f')\,\sigma_{xy}(\mu',0)$, with $f'$ the energy derivative of the Fermi function centred at $\mu$. At $\mu=0$ and fixed $m$, the relative loss is about $10^{-65}$ at 2 K and $6\times10^{-8}$ at 20 K. The metallic magnitude rises by 0.18 % at 20 K, because $1/\mu$ is convex.

**Warping.** A hexagonal crystal surface allows $M=m+\lambda k^3\cos3\varphi$ in place of $m$. The triple product in (2) becomes $v^2(M-k\,\partial_kM)$, and
$$\frac{\partial}{\partial k}\frac M\varepsilon=\frac{v^2k(k\,\partial_kM-M)}{\varepsilon^3},\qquad\text{so}\qquad k\,\Omega_-=-\frac12\frac{\partial}{\partial k}\frac M\varepsilon .$$
At infinity $M/\varepsilon\to\mathrm{sgn}(\lambda\cos3\varphi)$, whose angular average is zero. Hence $\sigma_{xy}=-\frac{e^2}{2h}\langle M(k_F)\rangle_\varphi/\mu$. For $\lambda=250$ eV Å$^3$ the magnitude falls by 0.32 %.

**Electron-hole asymmetry.** A term $Dk^2$ times the unit matrix leaves the states and their curvature unchanged but shifts $k_F$. With $D=10$ eV Å$^2$, the same $\mu$ and the lower band kept full beyond $k_F$, the metallic magnitude rises by 6.8 %.

**Finite range of the cone.** The share of the gap integral from $\varepsilon>\varepsilon_c$ is $|m|/\varepsilon_c$. If bulk bands begin at 0.20 eV from the cone's centre, 12.5 % of the half quantum must come from states that the cone no longer describes. This edge is illustrative, and an edge at 0.10 eV gives 25 %. In the metal the share is $\mu/\varepsilon_c$, which is 37.5 % for the edge at 0.20 eV.

**Scattering.** At $\mu=3m$, equation (4) gives $8\times9\times10/12^2=5$. The ladder alone would change the metallic value from $-0.167$ to $-0.83\,e^2/h$. The omitted crossed diagrams are of the same order and opposite in sign. Evaluated numerically for this weak white-noise potential, they add $+0.667\,e^2/h$ at $\mu=3m$ and return the total to $-0.167\,e^2/h$. The total is 1.31 times the intrinsic value at $\mu=1.5m$ and 0.38 times it at $\mu=6m$. The ladder number is therefore not an estimate of the total. It shows only that the intrinsic part cannot be assumed to dominate each impurity term.

## The real case

These parameters are rough values for a surface of magnetically doped (Bi,Sb)$_2$Te$_3$. The mass is the least certain, since the exchange gap varies between samples and within one sample. A Hall bar on a film measures both surfaces. With equal masses, aligned Dirac points and a tunnelling of 0.005 eV, the model gives $-1.000\,e^2/h$ in the gap and an intrinsic $-0.333\,e^2/h$ in the metal. An offset $U=0.015$ eV between the surfaces changes the metallic value to $-0.349\,e^2/h$, and $U=0.030$ eV makes the gap value zero.

In the metal, scattering cannot be neglected. For a rough mobility of 500 cm$^2$/Vs, $k_F$ times the mean free path is $\hbar k_F^2\mu_{\rm mob}/e=1.8$. This is not large compared with one, so the weak-scattering limit used for (4) is itself doubtful here. With the mass $\mu/v^2$, the same mobility gives $\hbar/\tau\approx0.036$ eV, comparable to the gap $2m=0.050$ eV. In the gap, the tiny thermal losses above assume a uniform mass that does not depend on temperature. The mass vanishes with the magnetization, and regions of small gap or stray conducting states can spoil the plateau at much lower temperatures than $|m|$ suggests. The thermal figures are therefore no guide to a device's operating temperature.

## Table of computed values

```
velocity parameter v: 3.00 eV angstrom
mass m: 0.025 eV; full gap: 0.050 eV
metallic Fermi energy mu: 0.075 eV
Fermi wave number: 0.02357 1/angstrom
electron density in the cone: 4.421e+11 cm^-2
lower-band curvature at k=0: 7200.0 angstrom^2
lower-band curvature at kF: 266.7 angstrom^2
driven velocity / formula, lower band: 1.00030
driven velocity / formula, upper band: 1.00030
sigma_xy in gap, state sum: -0.500000 e^2/h
sigma_xy in gap, mass reversed: 0.500000 e^2/h
sigma_xy in metal, state sum: -0.166667 e^2/h
sigma_xy at -mu (holes), state sum: -0.166667 e^2/h
magnitude in gap: 19.370 microsiemens
magnitude in metal: 6.457 microsiemens
intrinsic sigma_xy at mu=0.025 eV: -0.5000 e^2/h
intrinsic sigma_xy at mu=0.050 eV: -0.2500 e^2/h
intrinsic sigma_xy at mu=0.100 eV: -0.1250 e^2/h
intrinsic sigma_xy at mu=0.150 eV: -0.0833 e^2/h
lattice Chern number, cone mass +0.4: 1
lattice Chern number, cone mass -0.4: 0
tunnelling between surfaces: 0.005 eV
film sigma_xy in gap: -1.00000 e^2/h
film sigma_xy in metal: -0.33333 e^2/h
film in gap, tunnelling 0.050 eV: 0.00000 e^2/h (magnitude)
relative thermal loss in gap at 2 K: 1.4e-65
relative thermal loss in gap at 20 K: 6.1e-08
relative thermal change in metal at 20 K: 0.18 %
warping coefficient: 250 eV angstrom^3
relative change in metal by warping: -0.32 %
asymmetry coefficient: 10 eV angstrom^2
relative change in metal by asymmetry: 6.81 %
bulk band edge from cone centre: 0.20 eV
share of gap value from beyond that edge: 12.5 %
ladder factor on intrinsic metal value: 5.000
sigma_xy in metal with impurity ladder: -0.8333 e^2/h
mobility: 500 cm2/Vs
kF times mean free path: 1.83
```
